# Correlation energy of helium-like ions at large nuclear charge: test program

```python
"""
Correlation energy of two-electron ions for nuclear charge Z -> infinity.
Result under test (hartree atomic units, nonrelativistic, fixed point nucleus):
  LDA   : E_c = -2 g ln Z + 2 g (1 + ln(3/8)/3) - 2 w + o(1)
  exact : E_c -> finite limit, the second-order energy of double excitations
  PBE   : E_c -> -g Int x^2 exp(-x) ln(1 + 1/(y + y^2)) dx, finite
g = (1 - ln 2)/pi^2 ; w = high-density constant of the PW92 parametrization;
x = 2 Z r ; s = reduced density gradient ; y = chi s^2 ;
chi = (beta/g) c2 exp(-w/g), c2 = (pi/4)(9 pi/4)^(1/3).
Lengths are scaled by Z: wave functions are functions of Z r.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

mp.mp.dps = 50
HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10
fact = math.factorial
pi = math.pi


# ---------- linear algebra with high-precision monomial bases ----------
def orthonormalizer(overlap):
    """Rows give orthonormal functions as combinations of the monomials."""
    low = mp.cholesky(mp.matrix(overlap.tolist()))
    low = np.array(low.tolist(), dtype=object)
    size = len(low)
    inv = np.array([[mp.mpf(int(i == j)) for j in range(size)]
                    for i in range(size)], dtype=object)
    for i in range(size):
        if i > 0:
            inv[i] = inv[i] - np.dot(low[i, :i], inv[:i])
        inv[i] = inv[i] / low[i, i]
    return inv


def to_basis(trans, matrix):
    return np.dot(np.dot(trans, matrix), trans.T).astype(float)


# ---------- Hylleraas basis s^a t^b u^c exp(-s) ----------
def mono(a, b, c):
    """Integral of s^a t^b u^c exp(-2s) over 0 < t < u < s."""
    total = a + b + c
    return mp.mpf(fact(total + 2)) / ((b + 1) * (b + c + 2)
                                     * mp.mpf(2) ** (total + 3))


def vol(a, b, c):
    """The same with the volume element u (s^2 - t^2)."""
    return mono(a + 2, b, c + 1) - mono(a, b + 2, c + 1)


DEGREE = 6
powers = [(a, b, c) for a in range(DEGREE + 1)
          for b in range(0, DEGREE + 1, 2) for c in range(DEGREE + 1)
          if a + b + c <= DEGREE]
powers.sort(key=lambda p: (sum(p), p))
size = len(powers)
ovl, kin, rep, ssum = [np.empty((size, size), dtype=object) for _ in range(4)]
for i, (a1, b1, c1) in enumerate(powers):
    for j, (a2, b2, c2_) in enumerate(powers):
        a, b, c = a1 + a2, b1 + b2, c1 + c2_
        ovl[i, j] = vol(a, b, c)
        rep[i, j] = vol(a, b, c - 1)
        ssum[i, j] = vol(a + 1, b, c)
        value = mp.mpf(0)
        if a1 * a2:
            value += a1 * a2 * vol(a - 2, b, c)
        if b1 * b2:
            value += b1 * b2 * vol(a, b - 2, c)
        if c1 * c2_:
            value += c1 * c2_ * vol(a, b, c - 2)
        if c1 * a2 + c2_ * a1:
            value += (c1 * a2 + c2_ * a1) * (mono(a, b, c + 1)
                                             - mono(a, b + 2, c - 1))
        if c1 * b2 + c2_ * b1:
            value += (c1 * b2 + c2_ * b1) * (mono(a + 2, b, c - 1)
                                             - mono(a, b, c + 1))
        kin[i, j] = value
trans = orthonormalizer(ovl)
kin, rep, ssum = [to_basis(trans, m) for m in (kin, rep, ssum)]
assert abs(rep[0, 0] - 0.625) < 1e-12
e2_total = -rep[1:, 0] @ np.linalg.solve(kin[1:, 1:], rep[1:, 0])


def pair_state(Z, count=size):
    """Energy and scaled <r1 + r2> of the correlated two-electron state."""
    val, vec = np.linalg.eigh((kin + rep / Z)[:count, :count])
    v = vec[:, 0]
    return Z**2 * (val[0] - 1), v @ ssum[:count, :count] @ v


# ---------- radial orbitals r^(l+k) exp(-alpha r) ----------
def nested(p, m, b):
    """Int_0^inf r^p e^(-br) Int_r^inf q^m e^(-bq) dq dr."""
    return sum(fact(m) * b**(j - m - 1) / fact(j) * fact(p + j)
               / (2 * b)**(p + j + 1) for j in range(m + 1))


def orbital_matrices(l, alpha, count):
    def g(q):
        return fact(q) / (2 * alpha)**(q + 1)
    s_mat = np.empty((count, count), dtype=object)
    h_mat = np.empty((count, count), dtype=object)
    for i in range(count):
        for j in range(count):
            m1, m2 = l + i, l + j
            p = m1 + m2
            s_mat[i, j] = g(p + 2)
            h_mat[i, j] = ((m1 * m2 + l * (l + 1)) * g(p) / 2
                           - alpha * p * g(p + 1) / 2
                           + alpha**2 * g(p + 2) / 2 - g(p + 1))
    tr = orthonormalizer(s_mat)
    return tr, to_basis(tr, h_mat)


# second-order energy by partial waves: singles and doubles apart
N_ORB, L_MAX = 16, 8
doubles = []
for l in range(L_MAX + 1):
    alpha = mp.mpf(1) + mp.mpf(l) / 2
    tr, h_l = orbital_matrices(l, alpha, N_ORB)
    half = np.array([[nested(2 * l + i + 2, j + 1, 1 + alpha)
                      for j in range(N_ORB)] for i in range(N_ORB)],
                    dtype=object)
    coupling = to_basis(tr, 4 * (half + half.T))
    eps, vec = np.linalg.eigh(h_l)
    coupling = vec.T @ coupling @ vec
    first = 0
    if l == 0:
        assert abs(eps[0] + 0.5) < 1e-10
        singles = -2 * np.sum(coupling[0, 1:]**2 / (eps[1:] + 0.5))
        first = 1
    gap = eps[first:, None] + eps[None, first:] + 1
    doubles.append(-np.sum(coupling[first:, first:]**2 / gap) / (2 * l + 1))
tail = doubles[-1] * (L_MAX + 0.5)**4 * float(mp.zeta(4, L_MAX + 1.5))
ec_waves = sum(doubles) + tail


# second-order Hartree-Fock energy from the first-order orbital equation
def potential(r):
    return 1 / r - math.exp(-2 * r) * (1 + 1 / r)


def flux(r):
    return (math.exp(-2 * r) * (5 * r * r / 8 - 3 * r / 8 - 3 / 16)
            + math.exp(-4 * r) * (r * r / 2 + 3 * r / 4 + 3 / 16))


for r in (0.4, 1.3, 3.0):
    direct = quad(lambda q: 2 * q * q * math.exp(-2 * q)
                  * (potential(q) - 0.625), 0, r)[0]
    assert abs(direct - flux(r)) < 1e-10
# below r = 1e-3 the integrand is of order r^4 and is left out
e2_hf = -4 * quad(lambda r: flux(r)**2 * math.exp(2 * r) / r**2,
                  1e-3, 40, limit=200)[0]
assert abs(e2_hf - singles) < 2e-6
ec_limit = e2_total - e2_hf
assert abs(ec_limit - ec_waves) < 3e-5      # finite bases on both sides
inv_r12_sq = float(vol(0, 0, -2) / vol(0, 0, 0))
v_sq = quad(lambda r: 4 * r * r * math.exp(-2 * r) * potential(r)**2,
            0, 40, limit=200)[0]
double_weight = inv_r12_sq - 0.625**2 - 2 * (v_sq - 0.625**2)
ec_bound = -double_weight / 0.75
assert abs(inv_r12_sq - 2 / 3) < 1e-12 and ec_bound < ec_limit < 0

# ---------- Hartree-Fock at finite Z ----------
N_HF = 9
tr_hf, h_hf = orbital_matrices(0, mp.mpf(1), N_HF)
two = mp.mpf(2)
table = [[nested(a + 2, b + 1, two) + nested(b + 2, a + 1, two)
          for b in range(2 * N_HF - 1)] for a in range(2 * N_HF - 1)]
coul = np.empty((N_HF,) * 4, dtype=object)
for idx in np.ndindex(*coul.shape):
    coul[idx] = table[idx[0] + idx[1]][idx[2] + idx[3]]
for _ in range(4):
    coul = np.tensordot(coul, tr_hf, axes=(0, 1))
coul = coul.astype(float)


def hartree_fock(Z):
    """Energy and coefficients of the radial orbital in powers of Z r."""
    c = np.eye(N_HF)[0]
    for _ in range(80):
        field = np.einsum('pqrs,r,s->pq', coul, c, c)
        c = np.linalg.eigh(h_hf + field / Z)[1][:, 0]
    field = np.einsum('pqrs,r,s->pq', coul, c, c)
    energy = Z**2 * (2 * c @ h_hf @ c + c @ field @ c / Z)
    return energy, tr_hf.T.astype(float) @ c


# ---------- density functionals on a radial grid ----------
node, weight = np.polynomial.legendre.leggauss(600)
xg, wg = 20 * (node + 1), 20 * weight
poly = np.polynomial.polynomial


def functional_energies(Z, coeff):
    """LDA and PBE correlation energies of a doubly filled s orbital."""
    p, dp = poly.polyval(xg, coeff), poly.polyval(xg, poly.polyder(coeff))
    orb, dorb = p * np.exp(-xg), (dp - p) * np.exp(-xg)
    dens = Z**3 * orb**2 / (2 * pi)
    grad = Z**4 * orb * dorb / pi
    zero = np.zeros_like(dens)
    lda = libxc.eval_xc('LDA_C_PW_MOD', dens, deriv=0)[0]
    pbe = libxc.eval_xc('GGA_C_PBE', np.array([dens, grad, zero, zero]),
                        deriv=0)[0]
    measure = wg * 2 * xg**2 * orb**2
    return measure @ np.ravel(lda), measure @ np.ravel(pbe)


# ---------- uniform gas: coefficient of the logarithm ----------
gamma = (1 - math.log(2)) / pi**2
ring = 2 * quad(lambda y: (1 - y * math.atan2(1, y))**2, 0, np.inf)[0]
assert abs(3 * ring / (2 * pi**3) - gamma) < 1e-8


def rpa_energy(rs):
    """Correlation energy per electron from the full Lindhard function."""
    kf = (9 * pi / 4)**(1 / 3) / rs
    a, wa = np.polynomial.legendre.leggauss(400)
    b, wb = np.polynomial.legendre.leggauss(200)
    lo, hi = math.log(1e-6), math.log(60)
    q = np.exp(lo + (hi - lo) * (a + 1) / 2)[:, None]
    wq = (wa * (hi - lo) / 2)[:, None] * q
    f = ((b + 1) / 2)[None, :]
    u = (1 + q / 2) * f / (1 - f)
    wu = (wb / 2)[None, :] * (1 + q / 2) / (1 - f)**2
    lind = (1 + (1 + u**2 - q**2 / 4) / (2 * q)
            * np.log1p(2 * q / ((1 - q / 2)**2 + u**2))
            - u * (np.arctan2(1 + q / 2, u) + np.arctan2(1 - q / 2, u)))
    g = 2 * lind / (pi * kf * q**2)
    return 3 * kf**2 / (4 * pi) * np.sum(wq * wu * q**3 * (np.log1p(g) - g))


rpa_slope = (rpa_energy(1e-4) - rpa_energy(1e-5)) / math.log(10)
assert abs(rpa_slope - gamma) < 3e-5

# constant of the PW92 parametrization at high density
PW_BETA1 = 7.5957
omega = -2 * gamma * math.log(2 * gamma * PW_BETA1)
rs_small = 1e-7
dens_small = np.array([3 / (4 * pi * rs_small**3)])
eps_small = np.ravel(libxc.eval_xc('LDA_C_PW_MOD', dens_small, deriv=0)[0])[0]
assert abs(eps_small - gamma * math.log(rs_small) + omega) < 1e-6

# ---------- limits of LDA and PBE ----------
beta = 0.06672455060314922
c2 = pi / 4 * (9 * pi / 4)**(1 / 3)
chi = beta / gamma * c2 * math.exp(-omega / gamma)
s_nucleus = (6 * pi)**(-1 / 3)
lda_const = 2 * gamma * (1 + math.log(3 / 8) / 3) - 2 * omega


def pbe_integrand(x):
    y = chi * s_nucleus**2 * math.exp(2 * x / 3)
    return x * x * math.exp(-x) * math.log1p(1 / (y + y * y))


pbe_limit = -gamma * quad(pbe_integrand, 0, 60, limit=200)[0]
hyd = np.array([2.0])
lda5, pbe5 = functional_energies(1e5, hyd)
lda6, pbe6 = functional_energies(1e6, hyd)
lda_slope = (lda6 - lda5) / math.log(10)
grad_slope = ((pbe6 - lda6) - (pbe5 - lda5)) / math.log(10)
assert abs(lda6 + 2 * gamma * math.log(1e6) - lda_const) < 1e-5
assert abs(lda_slope + 2 * gamma) < 1e-5
assert abs(grad_slope - 2 * gamma) < 2e-5
assert abs(pbe6 - pbe_limit) < 2e-5

# bare gradient term beta t^2: linear growth with Z
gea_coeff = beta * c2 * s_nucleus**2 * (8 / 3)**(1 / 3) * 27 / 4


def bare_gradient(r, Z):
    n = 2 * Z**3 / pi * math.exp(-2 * Z * r)
    ks2 = 4 * (3 * pi**2 * n)**(1 / 3) / pi
    return 4 * pi * r * r * n * beta * (2 * Z * n)**2 / (4 * ks2 * n * n)


for Z in (3.0, 12.0):
    direct = quad(bare_gradient, 0, 40 / Z, args=(Z,), limit=200)[0]
    assert abs(direct / (gea_coeff * Z) - 1) < 1e-7
# the gradient term of PBE starts as beta t^2 for weak gradients
n0, t0 = 1.0, 0.01
g0 = 2 * t0 * n0 * math.sqrt(4 * (3 * pi**2 * n0)**(1 / 3) / pi)
weak = (np.ravel(libxc.eval_xc('GGA_C_PBE', np.array([[n0], [g0], [0.], [0.]]),
                               deriv=0)[0])[0]
        - np.ravel(libxc.eval_xc('LDA_C_PW_MOD', np.array([n0]),
                                 deriv=0)[0])[0])
assert abs(weak / (beta * t0**2) - 1) < 5e-3

# ---------- finite Z ----------
rows = []
for Z in (2, 10, 50, 1000):
    e_hf, coeff = hartree_fock(Z)
    lda, pbe = functional_energies(Z, coeff)
    rows.append((Z, pair_state(Z)[0] - e_hf, lda, pbe))
small_count = sum(1 for p in powers if sum(p) < DEGREE)
basis_change = pair_state(2, small_count)[0] - pair_state(2)[0]
assert 0 <= basis_change < 5e-5
assert abs(rows[-1][1] - ec_limit) < 5e-5
assert abs(rows[-1][3] - pbe_limit) < 1e-3
lda_law_1000 = -2 * gamma * math.log(1000) + lda_const
assert abs(rows[-1][2] - lda_law_1000) < 1e-3


# Hartree-Fock and true density agree through first order in 1/Z
def size_difference(Z):
    coeff = hartree_fock(Z)[1]
    orb = poly.polyval(xg, coeff) * np.exp(-xg)
    return pair_state(Z)[1] - 2 * np.sum(wg * xg**3 * orb**2)


size_ratio = size_difference(20) / size_difference(40)
assert 3.4 < size_ratio < 4.7       # 4 for a 1/Z^2 law, 2 for a 1/Z law

# ---------- output ----------
print(f"hartree in eV: {HARTREE:.6f}   bohr in angstrom: {BOHR:.6f}")
print(f"gamma: {gamma * HARTREE:.5f} eV   ({gamma:.6f} hartree)")
print(f"log slope of the RPA energy: {rpa_slope * HARTREE:.5f} eV")
print(f"integral of R^2 over y: {ring:.6f} (dimensionless)")
print(f"omega (PW92): {omega * HARTREE:.5f} eV")
print("Second order in the repulsion, limit Z -> infinity:")
print(f"  total E2 (Hylleraas, {size} terms): {e2_total * HARTREE:.4f} eV")
print(f"  Hartree-Fock E2: {e2_hf * HARTREE:.4f} eV")
print(f"  correlation limit: {ec_limit * HARTREE:.4f} eV"
      f"   ({ec_limit:.5f} hartree)")
print(f"  correlation limit by partial waves: {ec_waves * HARTREE:.4f} eV")
for l in range(3):
    print(f"    doubles with l = {l}: {doubles[l] * HARTREE:.4f} eV")
print(f"    l = 3 to {L_MAX}: {sum(doubles[3:]) * HARTREE:.4f} eV"
      f"   extrapolated rest: {tail * HARTREE:.4f} eV")
print(f"  lower bound from the gap: {ec_bound * HARTREE:.3f} eV")
print(f"  <V^2> for Z = 1 in atomic units: {v_sq:.6f}")
print(f"LDA slope per unit of ln Z: {lda_slope * HARTREE:.4f} eV")
print(f"LDA constant: {lda_const * HARTREE:.4f} eV")
print(f"PBE gradient-term slope per unit of ln Z: "
      f"{grad_slope * HARTREE:.4f} eV")
print(f"beta: {beta:.6f}   c^2: {c2:.5f}   chi: {chi:.5f} (atomic units)")
print(f"s at the nucleus: {s_nucleus:.5f}"
      f"   y at the nucleus: {chi * s_nucleus**2:.5f}")
print(f"PBE limit: {pbe_limit * HARTREE:.4f} eV   ({pbe_limit:.5f} hartree)")
print(f"PBE limit / correlation limit: {pbe_limit / ec_limit:.4f}")
print(f"bare gradient term per unit of Z: {gea_coeff * HARTREE:.4f} eV")
print("Correlation energies in eV (functionals on Hartree-Fock density):")
print("     Z   wave function      LDA   gradient term      PBE")
for Z, ec, lda, pbe in rows:
    print(f"  {Z:4d}   {ec * HARTREE:11.3f} {lda * HARTREE:10.3f}"
          f" {(pbe - lda) * HARTREE:13.3f} {pbe * HARTREE:10.3f}")
print(f"LDA law at Z = 1000: {lda_law_1000 * HARTREE:.3f} eV")
print(f"Z = 2 energy change, degree {DEGREE - 1} to {DEGREE}: "
      f"{-basis_change * HARTREE:.5f} eV")
print(f"density-size difference, ratio Z = 20 to Z = 40: {size_ratio:.3f}")
print("Lengths at the nucleus, hydrogenic density, in angstrom:")
for Z in (2, 1000):
    k_f = (6 * pi)**(1 / 3) * Z
    screen = 1 / math.sqrt(4 * k_f / pi)
    print(f"  Z = {Z}: screening 1/k_s = {screen * BOHR:.5f}"
          f"   gradient n/|grad n| = {BOHR / (2 * Z):.6f}")
print("no test failed")
```

It prints:

```
hartree in eV: 27.211386   bohr in angstrom: 0.529177
gamma: 0.84602 eV   (0.031091 hartree)
log slope of the RPA energy: 0.84599 eV
integral of R^2 over y: 0.642671 (dimensionless)
omega (PW92): 1.26923 eV
Second order in the repulsion, limit Z -> infinity:
  total E2 (Hylleraas, 50 terms): -4.2901 eV
  Hartree-Fock E2: -3.0206 eV
  correlation limit: -1.2696 eV   (-0.04666 hartree)
  correlation limit by partial waves: -1.2688 eV
    doubles with l = 0: -0.3897 eV
    doubles with l = 1: -0.7208 eV
    doubles with l = 2: -0.1062 eV
    l = 3 to 8: -0.0501 eV   extrapolated rest: -0.0021 eV
  lower bound from the gap: -7.454 eV
  <V^2> for Z = 1 in atomic units: 0.425926
LDA slope per unit of ln Z: -1.6920 eV
LDA constant: -1.3996 eV
PBE gradient-term slope per unit of ln Z: 1.6920 eV
beta: 0.066725   c^2: 1.50730   chi: 0.72163 (atomic units)
s at the nucleus: 0.37575   y at the nucleus: 0.10189
PBE limit: -1.3033 eV   (-0.04789 hartree)
PBE limit / correlation limit: 1.0266
bare gradient term per unit of Z: 3.6168 eV
Correlation energies in eV (functionals on Hartree-Fock density):
     Z   wave function      LDA   gradient term      PBE
     2        -1.144     -3.060         1.917     -1.143
    10        -1.243     -5.498         4.193     -1.304
    50        -1.264     -8.084         6.772     -1.313
  1000        -1.269    -13.094        11.789     -1.305
LDA law at Z = 1000: -13.088 eV
Z = 2 energy change, degree 5 to 6: -0.00007 eV
density-size difference, ratio Z = 20 to Z = 40: 4.114
Lengths at the nucleus, hydrogenic density, in angstrom:
  Z = 2: screening 1/k_s = 0.20327   gradient n/|grad n| = 0.132294
  Z = 1000: screening 1/k_s = 0.00909   gradient n/|grad n| = 0.000265
no test failed
```
